Odd Multiphoton Resonances and Block Convergence in Shirley's Floquet Matrix

**The decision: how many photon blocks to keep**

A Floquet calculation replaces a time-dependent problem by an infinite matrix, which has to be cut somewhere. The cut matters most at a narrow multiphoton resonance. If the missing blocks displace the resonance by much more than its own width, a calculation at the true resonance misses the large, slow population transfer that occurs there. So the number of blocks must be judged against the gap of the resonance sought. Below, the smallest matrix that contains the direct three-photon path is solved by hand, and then the general rule is derived.

**The model and its matrix**

States a and b have energies −ħω₀/2 and +ħω₀/2. An electron in the field E₀ cos ωt has the interaction e x E₀ cos ωt (Gaussian units, electron charge −e). Take the transition element x_ab real and set ħΩ = e x_ab E₀. With no permanent dipole, no decay and no further levels,

H(t)/ħ = −(ω₀/2)(|a⟩⟨a| − |b⟩⟨b|) + Ω cos ωt (|a⟩⟨b| + |b⟩⟨a|).

Nothing is dropped from the cosine, so this is not the rotating-wave approximation. Write the state as

ψ(t) = Σₙ e^(inωt) cₙ(t),

where each cₙ has an a and a b component. The time derivative gives

i dψ/dt = Σₙ e^(inωt) (i dcₙ/dt − nωcₙ).

Since cos ωt = (e^(iωt) + e^(−iωt))/2, the drive feeds block n from blocks n ± 1 with strength Ω/2. The Schrödinger equation therefore holds if i dc/dt = H_F c, where H_F, Shirley's matrix in frequency units, has

diagonal elements: nω − ω₀/2 for (a,n), nω + ω₀/2 for (b,n)
couplings: v = Ω/2 between (a,n) and (b,n±1).

An eigenvector with eigenvalue λ gives a solution e^(−iλt) times a periodic function; λ is a quasienergy divided by ħ. Relabelling all blocks by one changes λ by ω and leaves the physical state the same.

Each coupling changes both the level and the parity of n. Hence (a, even n) and (b, odd n) form one closed set, and the remaining states another. Each set is a chain with one state per block. The chain containing (a,0) has site energies

dₙ = nω − (−1)ⁿ ω₀/2.

Absorbing N photons leads from (a,0) to (b,−N). These bare energies agree when ω₀ = Nω.

**Three photons with four blocks, by hand**

Put ω = 1 and keep n = −3, −2, −1, 0, the direct path between the resonant states. Measure energies from the midpoint −3/2, and define

x = (3 − ω₀)/2, y = (1 + ω₀)/2.

The four diagonal elements become −x, −y, y, x, with v between neighbours. For an eigenvalue μ, the tridiagonal determinant is

(−x−μ)(−y−μ)(y−μ)(x−μ) − v²[(y−μ)(x−μ) + (−x−μ)(x−μ) + (−x−μ)(−y−μ)] + v⁴ = 0.

The first product is (μ²−x²)(μ²−y²). In the bracket, the first and third terms add to 2xy + 2μ², and the second is μ² − x². Collecting powers,

μ⁴ − Sμ² + Q = 0
S = x² + y² + 3v²
Q = x²y² − 2v²xy + v⁴ + v²x² = (xy − v²)² + v²x².

The eigenvalues come in pairs ±μ. The inner pair belongs to the two resonant states, and its gap is g = 2μ with

μ² = [S − √(S² − 4Q)]/2 ≈ Q/S when Q ≪ S².

A closed gap needs Q = 0, so both squares must vanish. With v ≠ 0 the second requires x = 0, and then the first is v⁴, not zero. The levels avoid each other.

Now take Ω = ω, so v² = 1/4. At ω₀ = 2.75, x = 1/8 and y = 15/8. Then

xy − v² = 15/64 − 16/64 = −1/64
Q = 1/4096 + 1/256 = 17/4096 = 0.00415
S = (1 + 225 + 48)/64 = 4.28
g ≈ 2√(0.00415/4.28) = 0.062.

The same steps give g ≈ 0.23 at both ω₀ = 2.5 and ω₀ = 3. The resonance is thus near 2.75, not at 3. A numerical search for the minimum of this four-block gap puts it at 2.753.

With many more blocks the minimum moves to 2.610, with g = 0.0654. The four-block gap is about 5% too small, but the position is off by 0.144, more than twice the gap. Most of this comes from two missing neighbours. At ω₀ = 3 the state (b,1) lies 4ω above (a,0) and pushes it down by v²/4 = 1/16. By symmetry (a,−4) pushes (b,−3) up by 1/16. To restore equality, ω₀ must fall by 1/8, which is the leading-order estimate of the 0.144.

**The general chain: why odd resonances avoid and even ones cross**

Suppose ψ and χ are two normalizable eigenvectors of one infinite chain with the same λ. Multiply the equation for ψₙ by χₙ, that for χₙ by ψₙ, and subtract. The diagonal terms cancel, leaving

ψₙχₙ₊₁ − ψₙ₊₁χₙ = ψₙ₋₁χₙ − ψₙχₙ₋₁.

This combination is the same for every n, and it tends to zero far out, so it is zero everywhere. The vectors are then proportional. A chain with v ≠ 0 has no degenerate eigenvalue. For odd N, (a,0) and (b,−N) share a chain and their crossing is avoided. For even N they lie in different chains, no coupling joins them, and the levels can cross.

For odd N there is also a reflection. From the site energies,

d₋N₋ₙ = −Nω − dₙ.

If ψ has eigenvalue λ, the vector (−1)ⁿψ₋N₋ₙ has eigenvalue −Nω − λ, because the alternating sign reverses the hopping. The middle pair is therefore

λ± = −Nω/2 ± g/2.

The reflection exchanges a and b sites. A window n = −N−K, …, K, with K extra blocks on each side, preserves it. It contains N + 1 + 2K blocks, an even number, so the pair to select is simply the middle two eigenvalues.

Shifting n by 2 maps the infinite chain onto itself and moves λ by 2ω. A two-level system has two independent solutions, so the whole chain spectrum consists of λ₊ and λ₋ repeated in steps of 2ω. Since the two ladders cannot coincide, 0 < g < 2ω.

**What the gap says about excitation**

Start in a at time t₀ by setting c₀ = a and all other cₙ = 0. After an elapsed time τ the amplitude in b is

Σₙ e^(inω(t₀+τ)) ⟨b,n|e^(−iH_Fτ)|a,0⟩.

Averaging its squared modulus over t₀, that is, over the phase of the drive, removes the cross terms between different n. Averaging next over long τ removes the cross terms between different eigenvalues, which are nondegenerate within the chain. What remains is

P = Σ_λ Σₙ |⟨b,n|λ⟩|² |⟨λ|a,0⟩|².

Let A and B = 1 − A be the total weights of the upper middle state on a and b sites. Summed over one ladder, the factors |⟨λ|a,0⟩|² give A, because each shifted copy brings a different a site to n = 0. That ladder contributes AB. The other has the weights exchanged by the reflection and contributes BA. Thus P = 2AB.

The derivative of an eigenvalue is the expectation value of the derivative of the matrix. Here ∂dₙ/∂ω₀ is −1/2 on a sites and +1/2 on b sites, so ∂λ₊/∂ω₀ = (B − A)/2. The centre −Nω/2 is fixed, hence

dg/dω₀ = B − A.

With A + B = 1, 4AB = 1 − (B − A)², and

P = ½[1 − (dg/dω₀)²].

At a gap minimum the slope vanishes and P = 1/2, the same average that a complete sinusoidal oscillation would give. This exact link holds for a sweep of ω₀ at fixed ω and Ω. If ω is swept instead, the minimum of g and the maximum of P need not coincide.

The algorithm follows:

1. Choose odd N and K, and build the chain for n = −N−K, …, K.
2. Diagonalize it, take the upper middle eigenvector and form B − A.
3. Near the expected N-photon resonance, find an interval of ω₀ where B − A changes from negative to positive, and solve B − A = 0 by bracketing. The choice of interval matters, because N and N + 4 give the same gap function in the infinite chain.
4. Read off g, then increase K until the position is stable on the scale of g.

Solving for the slope is better conditioned than minimizing g, since near a minimum g changes only quadratically while the slope changes linearly.

**Weak drive as a guide to the interval**

Let N = 2k + 1. To lowest order one path of N hops joins the resonant sites. Eliminating the intermediate sites gives the coupling

W = v^N / ∏(E − d₋ⱼ), j = 1, …, N − 1, E = −Nω/2.

At ω₀ = Nω the denominators are −(N−j)ω for odd j and jω for even j. Each group has the magnitudes 2ω, 4ω, …, 2kω, with product 2^k k! ω^k. Two levels coupled by W have the minimum gap 2|W|, so

g ≈ 2(Ω/2)^N/[2^k k! ω^k]² = Ω^N/[2^(4k)(k!)²ω^(2k)].

For N ≥ 3, both neighbours of (a,0) shift it in second order by

δ = v²[1/(ω − ω₀) − 1/(ω + ω₀)] = −2v²ω₀/(ω₀² − ω²).

State (b,−N) moves by −δ. Equality requires −ω₀/2 + δ = ω₀/2 − Nω − δ, so ω₀ = Nω + 2δ. Using ω₀ = Nω inside the small term,

ω₀ ≈ Nω − NΩ²/[(N² − 1)ω], N ≥ 3.

For N = 1 one neighbour is the resonant partner itself. Only the outward one shifts the level, by −v²/(2ω), and ω₀ ≈ ω − Ω²/(4ω), the Bloch–Siegert shift.

**A worked case at Ω = ω**

Take a model system with ω/2π = 1 GHz and x_ab = 100 nm = 10⁻⁵ cm. The required field amplitude is

E₀ = ħΩ/(e x_ab) = 1.38×10⁻³ statV/cm.

Diagonalization with K = 25 and a bracketing root search give the following, with weak-drive estimates in brackets:

N = 1: ω₀/ω = 0.618 (0.750), g/ω = 0.909 (1)
N = 3: ω₀/ω = 2.610 (2.625), g/ω = 0.0654 (0.0625)
N = 5: ω₀/ω = 4.789 (4.792), g/ω = 9.84×10⁻⁴ (9.77×10⁻⁴)

At this drive the estimates for three and five photons are far closer in absolute terms than the one for one photon. Measured against the gap, however, the estimated positions are off by 0.15g, 0.23g and 2.7g for N = 1, 3 and 5. The five-photon estimate lies outside its narrow resonance (P ≈ 0.10 there) and serves only to choose the search interval. The three-photon resonance is at ω₀/2π = 2.610 GHz with g/2π = 65.4 MHz. The beat between its two Floquet states has the period 1/(65.4 MHz) = 15.3 ns, or about 15 drive cycles. Faster motion within each cycle is superposed on it.

At the resonance P = 0.500. At ω₀ lower by 0.1ω it is 0.283, and at ω₀ higher by 0.1ω it is 0.268. The four-block matrix misplaces the resonance by more than that offset.

The even crossing can be found from the same chain. Its spectrum can be centred on −ω/2 or on −3ω/2, and comparing the two descriptions gives g₃ = 2ω − g₁. At the one-photon resonance g₃ = 1.09ω, and at the three-photon resonance it is 0.065ω. Being continuous, it passes through ω in between. The other chain has the same spectrum displaced by ω, so there the two spectra coincide. A root search on g₃ = ω gives ω₀ = 1.124ω.

At that point λ± = −3ω/2 ± ω/2 are integer multiples of ω. Every factor e^(−iλT), with T = 2π/ω, equals one, so any initial state returns after each drive period. Yet P = 0.436. There is no slow population transfer; the average comes entirely from motion within a cycle. A large P alone therefore does not identify a multiphoton resonance.

The one-photon interval needs care at stronger drive. At ω₀ = 0, the states (|a⟩ ± |b⟩)/√2 acquire only the phases ∓(Ω/ω) sin ωt. A small ω₀ connects them with a relative phase of amplitude 2Ω/ω, whose cycle average is J₀(2Ω/ω). The quasienergies divided by ħ are then ±(ω₀/2)J₀(2Ω/ω), up to multiples of ω. In the chain containing (a,0), the pair around −ω/2 is −(ω₀/2)J₀(2Ω/ω) and −ω + (ω₀/2)J₀(2Ω/ω); the signs follow from Ω → 0, where these are the sites (a,0) and (b,−1). Hence g₁ ≈ ω − ω₀J₀(2Ω/ω) for small ω₀, and

dg₁/dω₀ = −J₀(2Ω/ω) at ω₀ = 0.

For Ω = ω this is −0.224, so a search may start at zero. At the first zero of J₀ the stationary point sits at ω₀ = 0 itself. Just beyond it the initial slope is positive, and the interval from 0 to ω no longer starts with the required sign.

**How the error falls with the number of blocks**

Let φ, λ_K belong to the truncated chain and ψ, λ to the infinite one. Padded with zeros, φ satisfies the infinite equations except at the first site beyond each edge:

H_F φ = λ_K φ + v φ_K |K+1⟩ + v φ₋N₋K |−N−K−1⟩.

Taking the product with ψ gives an exact identity:

(λ − λ_K)⟨φ|ψ⟩ = v(φ_K ψ_K₊₁ + φ₋N₋K ψ₋N₋K₋₁).

Each edge thus contributes a product of two amplitudes next to the cut, both small when the window is wide. In the three-photon case below, the two contributions nearly cancel at the resonance once K is at least 1. The padded vector also supplies a bound that needs no larger calculation. Its residual norm is

r = v√(φ_K² + φ₋N₋K²).

Expanding φ in the true eigenvectors, r² is a weighted mean of (λⱼ − λ_K)², so at least one true eigenvalue lies within r of λ_K. The bound does not say which one. The neighbouring eigenvalues lie at distances g and 2ω − g, so r should be well below both before the state is trusted.

Next, the rate. Let Dₙ = |dₙ − λ|. Far above the resonant sites, ψₙ ≈ −vψₙ₋₁/Dₙ. By the identity, the energy error of the upper resonant site is proportional to φ_K²v²/D_K₊₁. Adding one block multiplies φ_K² by v²/D²_K₊₁ and replaces the last denominator by D_K₊₂. To leading order in v²/D²,

error(K+1)/error(K) ≈ v²/(D_K₊₁ D_K₊₂).

The other edge gives the mirrored shift, and the resonance position inherits this ratio. Above the resonant sites Dₙ₊₂ = Dₙ + 2ω, so each added block lowers the ratio itself, and convergence is faster than exponential.

For the three-photon case, with ω = 1 and λ replaced by the centre −3/2, D₂ = 2 − 1.305 + 1.5 = 2.195 and D₃ = 3 + 1.305 + 1.5 = 5.805. The predicted ratio from K = 1 to 2 is 0.25/(2.195 × 5.805) = 0.0196; the computed one is 0.0205. Relocating the resonance for each K, with K = 25 as reference, gives:

K = 0, 4 blocks: position error 0.144ω, r = 0.48ω
K = 1, 6 blocks: position error 4.5×10⁻³ω, r = 0.063ω
K = 2, 8 blocks: position error 9.2×10⁻⁵ω, r = 0.015ω
K = 3, 10 blocks: position error 9.7×10⁻⁷ω, r = 1.3×10⁻³ω
K = 4, 12 blocks: position error 7.5×10⁻⁹ω, r = 1.6×10⁻⁴ω

Six blocks place the resonance within 7% of its gap, and eight within 0.14%. The residual is much larger than the error because the error is quadratic in the edge amplitudes while r is linear. For this resonance r exceeds the position error at every K listed, so it is a cautious stopping test.

For this resonance the minimum gap has a much smaller error than the position: 20 to 70 times smaller at K = 0 and at K = 2 to 5. At K = 1 its relative error is only −2×10⁻⁴, an unusually small value, since the gap error changes sign between K = 1 and K = 2. To leading order the missing blocks shift the two resonant levels in opposite directions. This changes their detuning, which the new search for the minimum removes again. At a fixed ω₀ away from the minimum there is no such compensation, and the gap changes in first order with the detuning. For N = 5 the gap is near 10⁻³ω, so a position error of 4.5×10⁻³ω, harmless for three photons, would miss that resonance altogether.

**Stronger drive: reach the turning point first**

The rapid decay begins only where hopping cannot compete with the site energies. Over a few sites, treat nω as constant. The chain then alternates between −ω₀/2 and +ω₀/2, and a wave with phase κ per site obeys

(λ − nω)² = ω₀²/4 + Ω² cos²κ.

Real κ requires ω₀/2 ≤ |λ − nω| ≤ √(Ω² + ω₀²/4). Below the lower limit, in the middle of the window, the wave is evanescent, and a weakly driven chain has little amplitude there. Counted from the centre of the window, amplitudes can be appreciable up to about

n* = √(Ω² + ω₀²/4)/ω.

Farther out there is a strict statement. Suppose Dₘ ≥ Ω = 2v for all m ≥ n. If |ψₘ₊₁| > |ψₘ| for some such m, then

v|ψₘ₊₂| ≥ Dₘ₊₁|ψₘ₊₁| − v|ψₘ| > (Dₘ₊₁ − v)|ψₘ₊₁| ≥ v|ψₘ₊₁|,

and the amplitudes would grow without end. So |ψₙ₊₁| ≤ |ψₙ|, and the equation at site n gives

|ψₙ| ≤ v|ψₙ₋₁|/(Dₙ − v).

Between these regions lies a transition zone. For Ω ≫ ω₀, remove the alternating sign of the amplitudes by ψₙ = (−1)ⁿχₙ. Near the upper edge χ varies slowly, and vχ″ ≈ ω(n − n*)χ with n counted from the centre. The length scale of this Airy equation is (v/ω)^(1/3) = (Ω/2ω)^(1/3).

The table gives the half-width K + N/2 needed for a gap error below 10⁻⁸ω, at N = 3 and ω₀ = 3ω, found by enlarging the window and comparing with K = 100:

Ω/ω = 1: n* = 1.8, half-width 5.5
Ω/ω = 5: n* = 5.2, half-width 11.5
Ω/ω = 10: n* = 10.1, half-width 20.5
Ω/ω = 20: n* = 20.1, half-width 32.5
Ω/ω = 40: n* = 40.0, half-width 54.5

The margin beyond n* is between 4.6 and 6.1 times (Ω/2ω)^(1/3) in these five cases. A practical first choice at this accuracy is therefore n* plus six such lengths, followed by one enlargement to confirm stability. For Ω = 40ω the half-width 54.5 means 110 blocks, still a small matrix because parity leaves one state per block.

**Where the scheme must be changed**

A permanent dipole difference adds a term in cos ωt to the diagonal of H(t). It couples (a,n) to (a,n±1) and so joins the two chains. The parity argument is lost, and even resonances can open gaps. Further levels must be added to every block if they lie near a multiple of ω from a or b, or if the shifts they cause are not small compared with g. A narrow resonance can be displaced by more than its gap even by a level far from any multiple of ω. Decay adds another scale: if coherence is lost in a time short compared with 2π/g, the slow oscillation cannot develop, however well the matrix has converged.
